In-plane and normal permittivity of weakly interacting dielectric layers, part 2

We want the permittivity of a stack of insulating layers, along the layers (k∥) and across them (k⊥), from the response of one isolated layer. Units are Gaussian unless stated, so polarizabilities per area are lengths. Layers lie normal to z at spacing c and have dipole per area p. P = p/c, E is the field averaged over a period, and D = E + 4πP. An isolated layer has p = α∥E for in-plane fields and p = α⊥D for normal fields.

A neutral, laterally uniform layer makes no field outside itself in a normal field, so without overlap each layer feels only D. For such layers

k∥ = 1 + 4πα∥/c,  1/k⊥ = 1 − 4πα⊥/c,

and a film of N layers with thickness t = Nc has t/k⊥ = N(c − 4πα⊥). The example has c = 0.33 nm, α∥ = 0.15 nm and α⊥ = 0.019 nm.

To test the laws, each layer is now a square lattice of atoms with lattice constant a, cell area A = a² and reciprocal lattice vectors **G** of length G. Atoms sit directly above atoms. Each has polarizability g and dipole p₀, which is g times the field acting on it. With R the distance to the other atoms in the layer, the own layer enters through

S = Σ 1/R³ = 9.0336/a³,

and the other layers through

W = (4π/A) Σ G/(exp(Gc) − 1),

which sums the field E_z = (2πp₀/A) Σ G exp(−G|z|) of each layer, per unit p₀, over both sides. Both sums omit G = 0. The dipoles are

normal: p₀ = g(D − Sp₀ + Wp₀), so p₀ = D/(1/g + S − W);

in-plane: p₀ = g(E + Sp₀/2 − Wp₀/2), so p₀ = E/(1/g − S/2 + W/2).

The isolated layer has W = 0:

α⊥ = (1/A)/(1/g + S),  α∥ = (1/A)/(1/g − S/2).

The numerical output also lists an earlier check: for thin sheets in an in-plane potential wave of wavenumber q, "screening" is the applied potential divided by the total, and the "coth law" is 1 + 2πα∥q coth(qc/2).

### The cubic limit

At c = a the stack is a simple cubic crystal and must have the same permittivity in all directions. The nearest layers contribute 2 × 0.327465 to Wa³ and the next ones 2 × 0.000555, so Wa³ = 0.6560. The in-plane acting field is then E plus p₀/a³ times

9.0336/2 − 0.6560/2 = 4.1888 = 4π/3.

In the normal case the factor is −9.0336 + 0.6560 = −8.3776 = −8π/3. Since D = E + 4πp₀/a³, the acting field is again E + (4π/3)p₀/a³. Both directions have the Lorentz local field.

With y = 4πg/(3a³) = 0.6702, the relation p₀ = g(E + 4πp₀/3a³) gives 4πP/E = 3y/(1 − y), and hence

k = 1 + 3y/(1 − y) = (1 + 2y)/(1 − y) = 7.097,

which is the Clausius–Mossotti formula. The layer sums give 7.097 for k∥ and 7.097 for k⊥. This tests the use of E in one direction and D in the other on a case where the answer is known independently.

### How far apart is far enough?

The two laws put W = 0. Their errors, relative to the full stack with W included, are as follows for g = 0.16a³:

c = 1.00a: k∥ +16 %, k⊥ −21 %

c = 1.32a: k∥ +2.0 %, k⊥ −0.9 %

c = 2.00a: k∥ +0.03 %, k⊥ −0.005 %

The signs follow from the formulas. With atoms above atoms, the neighbouring layers weaken the in-plane dipoles and strengthen the normal ones. The law leaves this out, so it overestimates k∥ and underestimates k⊥. A sideways shift of alternate layers changes the phases of the Fourier terms and can change these signs. It does not change the decay factors exp(−Gc).

To first order in W, the neighbours change the dipoles by the fraction −Aα∥W/2 in the plane and +Aα⊥W across it. These fractions grow with the polarizability, but at large spacing W falls as exp(−2πc/a). In the plane, a large k∥ therefore does not rule out the law, but it calls for a larger c/a. Across the layers α⊥ stays below a/9.03 for every positive g. For isotropic atoms the limit is tighter, because the in-plane denominator 1/g − S/2 vanishes at g = 0.221a³ and the layer is unstable beyond that. This keeps α⊥ below 0.074a, so the law gives k⊥ < 1.87 at c = 2a.

### Overlapping electrons

Point dipoles cannot show what happens when electron clouds meet. For that we use a second model, which is uniform along the layers, so that all lateral structure is absent. Each layer is a potential well for motion along z,

V(z) = −V₀ exp(−z²/2w²), with V₀ = 1 hartree and w = 1.2 bohr,

and holds 0.4 electrons per square bohr in one filled level. This occupation is fixed by hand: at this density, electrons free to move along the layer would also fill higher levels. The model therefore describes only the motion across an insulating layer and leaves out the motion along it. A stack of N wells has the sum of the well potentials and N filled levels. Atomic units are used in this section.

A small change δV of the electrons' potential energy changes each filled state o by first-order perturbation theory, which mixes in the empty states u. The density changes by

δn(z) = 0.4 Σₒ Σᵤ 2φₒ(z)φᵤ(z)⟨φᵤ|δV|φₒ⟩/(εₒ − εᵤ).

The factor 2 arises because the change of φₒ² is 2φₒδφₒ. The potential itself contains the applied field and the repulsion of the displaced electrons:

δV(z) = Dz − 2π∫|z − z′|δn(z′)dz′.

The first term is positive because the electron's charge is −1, and the second is the potential of uniformly charged sheets. Solving the two equations together gives the dipole per area, p = −∫zδn dz. Exchange and correlation in the response are left out.

One isolated well gives α⊥ = 0.2595 bohr on a grid of step 0.1 bohr. The last digit depends on the grid, but this error largely cancels when stack and law are compared. In a stack we take the dipole added when a fifth layer joins four, so that surface contributions common to both stacks cancel, and obtain k⊥ from it. Compared with the law, which uses the isolated value:

c = 10.0 bohr: stack 1.484, law 1.484

c = 8.0 bohr: stack 1.693, law 1.688

c = 6.2 bohr: stack 2.22, law 2.11

c = 5.0 bohr: stack 3.69, law 2.88

c = 4.0 bohr: stack 10.4, law 5.4

At 10 bohr the law is low by 0.01 % of the stack value, whereas the formula 1 + 4πα⊥/c gives 1.326 there and fails. At 4 bohr the law is low by 48 %. If the layers were separate, the first half's argument would make their dipoles add without any correction. The difference therefore comes from the overlap of the wells and of the electrons in them.

The spacing of 6.2 bohr, or 0.328 nm, is close to that of our example. The error of the law there is 5 %. Converting both permittivities back to 4πα⊥ = c(1 − 1/k⊥) gives 3.413 bohr in the stack and 3.261 bohr for the isolated layer, an increase of 4.7 %. The effect on k⊥ depends on how close 4πα⊥ is to c, which the next step makes precise. The model says nothing about how overlap changes α∥.

### Sensitivity to spacing and polarizability

Write the normal law as k⊥ = c/(c − 4πα⊥). At fixed α⊥,

dk⊥/dc = [(c − 4πα⊥) − c]/(c − 4πα⊥)² = −4πα⊥/(c − 4πα⊥)².

Dividing by k⊥, and using k⊥ − 1 = 4πα⊥/(c − 4πα⊥),

dk⊥/k⊥ = −(k⊥ − 1) dc/c.

At fixed c the same steps give dk⊥/k⊥ = +(k⊥ − 1) dα⊥/α⊥. For the in-plane law the factor is (k∥ − 1)/k∥, which is less than one. A relative error in the layer data is thus reduced in k∥, but magnified in k⊥ once k⊥ exceeds 2.

### A ten-layer film

Now take ten layers between metal plates at 1.0 V, with c = 0.33 nm, α∥ = 0.15 nm and α⊥ = 0.019 nm. The permittivities are

k∥ = 1 + 1.885/0.33 = 6.71,

1/k⊥ = 1 − 0.2388/0.33 = 0.2765, so k⊥ = 3.62.

The thickness is 3.30 nm if each plate lies half a spacing from the nearest layer centre. The equivalent vacuum thickness is

t/k⊥ = 10 × (0.33 − 0.2388) nm = 0.912 nm.

A silicon dioxide film with k = 3.9 and the same capacitance would be 3.9 × 0.912 = 3.56 nm thick. In SI units the capacitance per area is ε₀ divided by 0.912 nm, or 0.97 μF/cm², and the plates carry 0.97 μC/cm².

The mean field is 1.0 V/3.30 nm = 3.0 MV/cm. If the layers do not overlap, the field in the gaps between them is k⊥ times larger, 11 MV/cm, because there it equals the Gaussian D. Overlapping electrons would screen part of it. If a breakdown field is defined as voltage over thickness, it is the mean field that should be compared with it. We take a rough breakdown value of 10 MV/cm in this sense. The film is at about 0.3 of it.

If the layers could be moved apart with α∥ and α⊥ fixed and vacuum between them, k⊥ would fall to 2.48 at 0.40 nm, 1.91 at 0.50 nm and 1.31 at 1.00 nm. At the same spacings k∥ would be 5.71, 4.77 and 2.88, in each case a smaller fall as a fraction of the value at 0.33 nm. Opening the spacing is thus an effective way to lower k⊥ under these conditions. A filling of the gaps would add its own polarizability.

### What the film model leaves out

**Overlap.** If α⊥ rose by the 4.7 % found in the well model, 4πα⊥ would become 0.250 nm and k⊥ would become 4.1, which is 14 % higher. This transfers a number from one model to another and shows a size, not a correction to apply.

**Electrodes.** The field enters a metal and decays as exp(−z/λ), which costs a voltage Dλ at each plate. With a rough λ = 0.05 nm the vacuum thickness grows from 0.912 to 1.012 nm, and the capacitance falls by 10 %. This simple picture leaves out the electrons that spill out of the metal surface. They move the induced charge outwards and can make the loss much smaller. Any extra empty gap at a plate adds to the 0.912 nm in the same way.

**Lateral structure.** With a = 0.25 nm the square-lattice model has c/a = 1.32 and layer polarizabilities of 0.144 and 0.016 nm, against 0.15 and 0.019 nm in the film. Its errors are 2 % in k∥ and 1 % in k⊥. With the film's own α⊥ the error in k⊥ would be nearer 2 %, because k⊥ is then larger. In a honeycomb lattice such as that of boron nitride, the shortest G is larger by a factor 2/√3 at the same a. The fields of point dipoles then decay faster, which lowers the error in k∥. For k⊥ this is not assured: with two unlike atoms per cell the error can be as large as on the square lattice, and its sign depends on which atom lies above which.

**Temperature.** A rough expansion of 4 × 10⁻⁵ per kelvin over 100 K widens the spacing by 0.4 %. At fixed α⊥ the sensitivity formula gives a change in k⊥ of −2.62 × 0.4 % = −1.05 %. Evaluating the law at the new spacing gives −1.03 %. In the well model α⊥ also falls as the overlap shrinks, which would make the decrease larger.

**Nonlinearity.** The energy eDc gained across one spacing in the gap field is 0.36 eV. The square of its ratio to a rough band gap of 6 eV is 0.4 %. This suggests that the relative change of α⊥ is small, but the numerical factor in front of the square is not known here.

**Tunnelling.** Let ε be the depth of an electron's normal energy below the Fermi level of the negative plate. The transverse states that are filled on this side and empty on the other number (2πm/h²)min(ε, eV) per area and spin, where V is now the bias. Each carries a current (e/h)T dε, with T the transmission, so with two spins

J = (4πme/h³)∫T(ε) min(ε, eV) dε.

We take T = exp(−2∫κdz) with κ = √(2m*U)/ħ where U is the height of the barrier above the electron's normal energy. At the negative plate U is the barrier height above the Fermi level plus ε, and it falls linearly by eV across the film. For a rough barrier of 3 eV and m* = 0.5m, ten layers at 1.0 V leak about 10⁻⁸ A/cm². Four layers at 0.4 V, the same mean field, leak about 200 A/cm². These figures show the trend with thickness and are not predictions for a device. They depend exponentially on the barrier: with 1.5 eV in place of 3 eV the ten-layer current rises to about 6 × 10⁻³ A/cm². The prefactor assumes free-electron plates, and conserving the transverse momentum across the change of mass would halve both currents. The permittivity law is indifferent to N, but the use of the film as an insulator is not.

### Beside the real material

The parameters were chosen to lie in the regime of hexagonal boron nitride, whose spacing is about 0.33 nm and whose static permittivities are roughly 7 along the layers and between 3 and 4 across them. The agreement of the example with these figures reflects that choice and is no prediction. Of the neglected effects on the capacitance estimated above, the largest are the overlap of the electron clouds and the entry of the field into the plates. The first raises k⊥ by 5 to 14 % in the models used here. The second lowers the capacitance by about 10 % in the simple estimate, which a real metal surface need not follow. The numerical output below gives the values to more digits than these uncertainties justify for a real film.

Computed results

```
Square lattice sum of 1/R^3 (a=1): 9.03362
Plane field z/a=1.00: direct 0.327465, reciprocal 0.327465 (p0/a^3)
Plane field z/a=1.32: direct 0.041313, reciprocal 0.041313 (p0/a^3)
Plane field z/a=2.00: direct 0.000555, reciprocal 0.000555 (p0/a^3)
Site polarizability g/a^3: 0.16
Isolated lattice layer alpha_par/a, alpha_nor/a: 0.5770, 0.0654
Cubic stack k_par, k_nor, Clausius-Mossotti: 7.0966, 7.0966, 7.0966
Corrugation c/a=1.00: law error k_par 16.2590 %, k_nor -20.7414 %
Corrugation c/a=1.32: law error k_par 2.0096 %, k_nor -0.8980 %
Corrugation c/a=2.00: law error k_par 0.0251 %, k_nor -0.0051 %
Wells: depth 1.0 Ha, width 1.2 bohr, density 0.4 /bohr^2
Isolated well layer alpha_nor: 0.25950 bohr
Wells c=4.0 bohr (0.212 nm): k stack 10.35788, law 5.41207, error -4.77e+01 %
Wells c=5.0 bohr (0.265 nm): k stack 3.69471, law 2.87507, error -2.22e+01 %
Wells c=6.2 bohr (0.328 nm): k stack 2.22431, law 2.10950, error -5.16e+00 %
Wells c=8.0 bohr (0.423 nm): k stack 1.69345, law 1.68809, error -3.17e-01 %
Wells c=10.0 bohr (0.529 nm): k stack 1.48402, law 1.48388, error -9.73e-03 %
Wells c=10 bohr, confused law 1+4 pi alpha/c: 1.32609
Example c, alpha_par, alpha_nor: 0.33, 0.15, 0.019 nm
4 pi alpha_par, 4 pi alpha_nor: 1.8850, 0.2388 nm
k_parallel: 6.712
k_normal: 3.617   (1/k_normal = 0.2765)
Confused law 1+4 pi alpha_nor/c: 1.724
Spacing 0.40 nm: k_par 5.712, k_nor 2.481
Spacing 0.50 nm: k_par 4.770, k_nor 1.914
Spacing 1.00 nm: k_par 2.885, k_nor 1.314
Sheets at qc=0.02: screening of 1 layer 1.0571, 10 layers 1.5480
Sheets at qc=0.02: 1201 layers 6.7122, coth law 6.7122
Film: 10 layers, thickness 3.30 nm, bias 1.0 V
Thickness/k_normal: 0.9124 nm; equivalent oxide (k=3.9): 3.558 nm
Capacitance: 0.970 uF/cm2; plate charge: 0.970 uC/cm2
Mean field: 3.03 MV/cm; gap field D: 10.96 MV/cm
Rough breakdown field 10 MV/cm; mean field / breakdown: 0.30
Electrode screening 0.05 nm each: capacitance loss 9.9 %
Expansion 4e-05 /K, 100 K: k_normal shift -1.03 % (linear -1.05 %)
Nonlinearity estimate (e D c/gap)^2, gap 6 eV: 0.36 %
Tunnelling barrier 3 eV, mass 0.5 m_e
Leakage 10 layers, 1.0 V: 1.2e-08 A/cm2
Leakage 4 layers, 0.4 V: 1.7e+02 A/cm2
```
